# Nonparabolicity and optical mass of electrons in In0.53Ga0.47As: test program

```python
"""
Result under test: a conduction band with gap Eg and band-edge mass ratio m
follows E(1 + alpha E) = gamma near its edge, alpha = (1 - m)^2 / Eg, and its
optical mass hbar^2 k / (dE/dk) is m (1 + 2 alpha E) in units of m0.
E: energy above the band edge (eV); k: wave number (1/nm);
gamma = hbar^2 k^2 / (2 m m0): parabolic energy (eV);
delta: spin-orbit splitting of the valence band (eV).
The k.p matrices are diagonalized numerically and compared with the formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

gap = 0.74
mass = 0.041
energy = 0.2
# hbar^2 / (2 m0) in eV nm^2
C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18


def kp_energy(gamma, delta=0.0, free_term=True):
    """Top eigenvalue of the three-state k.p matrix, from the band edge."""
    bare = mass * gamma if free_term else 0.0
    share = 1 - mass if free_term else 1.0
    # coupling strength chosen so that the band-edge mass equals `mass`
    strength = share * gamma / (2 / (3 * gap) + 1 / (3 * (gap + delta)))
    light = np.sqrt(2 * strength / 3)
    split = np.sqrt(strength / 3)
    matrix = np.array([[0.0, light, split],
                       [light, -gap, 0.0],
                       [split, 0.0, -gap - delta]])
    return np.linalg.eigvalsh(matrix)[-1] + bare


def two_band_energy(gamma):
    """Top eigenvalue of the two-state k.p matrix, from the band edge."""
    coupling = np.sqrt(gap * (1 - mass) * gamma)
    matrix = np.array([[0.0, coupling], [coupling, -gap]])
    return np.linalg.eigvalsh(matrix)[-1] + mass * gamma


def edge_alpha(band):
    """Limit of (gamma - E)/E^2 at the edge, linear error extrapolated away."""
    def ratio(g):
        e = band(g)
        return (g - e) / e**2
    return 2 * ratio(5e-4) - ratio(1e-3)


def optical_mass_numeric(band, e):
    """hbar^2 k/(dE/dk) in m0 by root search and central difference."""
    def of_k(k):
        return band(C * k**2 / mass)
    k = brentq(lambda q: of_k(q) - e, 0.05, 1.5, xtol=1e-13)
    h = 1e-4
    slope = (of_k(k + h) - of_k(k - h)) / (2 * h)
    return 2 * C * k / slope


# Derived formulas
alpha = (1 - mass)**2 / gap
factor = 1 + 2 * alpha * energy
m_opt = mass * factor
m_curv = mass * factor**3
gamma_e = energy * (1 + alpha * energy)
k_e = np.sqrt(mass * gamma_e / C)
velocity = const.hbar * k_e * 1e9 / (m_opt * const.m_e)
density = k_e**3 / (3 * np.pi**2) * 1e21


def kane_energy(gamma):
    return (np.sqrt(1 + 4 * alpha * gamma) - 1) / (2 * alpha)


def kane_of_k(k):
    return kane_energy(C * k**2 / mass)


# Nonparabolicity from diagonalization
alpha_num = edge_alpha(two_band_energy)
assert abs(alpha_num - alpha) < 1e-4

# Without the free-electron term the Kane form with 1/gap holds at any energy
for g in (0.05, 0.3, 1.0):
    e = kp_energy(g, 0.0, free_term=False)
    assert abs(e * (1 + e / gap) - g) < 1e-12

# Optical and curvature masses of the Kane band from finite differences
assert abs(optical_mass_numeric(kane_energy, energy) - m_opt) < 1e-7
h = 1e-3
second = (kane_of_k(k_e + h) - 2 * kane_of_k(k_e) + kane_of_k(k_e - h)) / h**2
assert abs(2 * C / second - m_curv) < 1e-5

# Velocity from the slope of the band, in m/s
slope = (kane_of_k(k_e + h) - kane_of_k(k_e - h)) / (2 * h)
assert abs(slope * const.e * 1e-9 / const.hbar / velocity - 1) < 1e-5

# Inverse mass averaged over the filled Fermi sphere, by quadrature
nodes, weights = np.polynomial.legendre.leggauss(40)
ks = 0.5 * k_e * (nodes + 1)
ws = 0.5 * k_e * weights
curv = (kane_of_k(ks + h) - 2 * kane_of_k(ks)
        + kane_of_k(np.abs(ks - h))) / h**2
transverse = (kane_of_k(np.sqrt(ks**2 + h**2)) - kane_of_k(ks)) * 2 / h**2
inverse = (curv + 2 * transverse) / 3 / (2 * C)
m_sphere = 1 / (3 / k_e**3 * np.sum(ws * ks**2 * inverse))
assert abs(m_sphere / m_opt - 1) < 1e-4

# Unexpanded two-band model at the same energy
m_two_band = optical_mass_numeric(two_band_energy, energy)
assert abs(m_two_band / m_opt - 1) < 0.02

# Spin-orbit splitting: formula for alpha, and limits over all splittings
deltas = np.geomspace(0.01, 50, 120)
alphas = np.array([edge_alpha(lambda g, d=d: kp_energy(g, d))
                   for d in deltas])
alphas_formula = (1 - mass)**2 * (1 / gap + 1 / (gap + deltas)
                                  - 1 / (gap + 2 * deltas / 3))
assert np.max(np.abs(alphas - alphas_formula)) < 1e-4
delta_worst = gap * np.sqrt(1.5)
assert abs(deltas[np.argmin(alphas)] / delta_worst - 1) < 0.08
alpha_low = edge_alpha(lambda g: kp_energy(g, delta_worst))
assert alpha_low <= np.min(alphas) + 1e-5
assert abs(edge_alpha(lambda g: kp_energy(g, 0.0)) - alpha) < 1e-4
assert abs(edge_alpha(lambda g: kp_energy(g, 1e4)) - alpha) < 1e-3
masses = np.array([optical_mass_numeric(lambda g, d=d: kp_energy(g, d), energy)
                   for d in deltas])
assert np.min(masses) > mass and np.max(masses) < m_two_band + 1e-6

print(f"gap Eg = {gap:.2f} eV")
print(f"band-edge mass m = {mass:.3f} m0")
print(f"energy above band edge E = {energy:.1f} eV")
print(f"(1 - m)^2 = {(1 - mass)**2:.6f}")
print(f"coupling energy Eg(1-m)/m = {gap * (1 - mass) / mass:.2f} eV")
print(f"alpha, formula = {alpha:.4f} 1/eV")
print(f"alpha, two-band diagonalization = {alpha_num:.4f} 1/eV")
print(f"shortcut alpha = 1/Eg = {1 / gap:.4f} 1/eV")
print(f"factor 1 + 2 alpha E = {factor:.4f}")
print(f"optical mass, Kane form = {m_opt:.5f} m0")
print(f"optical mass, Kane form = {m_opt * const.m_e:.3e} kg")
print(f"optical mass with alpha = 1/Eg: "
      f"{mass * (1 + 2 * energy / gap):.5f} m0")
print(f"Fermi-sphere average mass = {m_sphere:.5f} m0")
print(f"curvature mass along k = {m_curv:.5f} m0")
print(f"parabolic energy gamma = {gamma_e:.4f} eV")
print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")
print(f"wave number k = {k_e:.4f} 1/nm")
print(f"velocity = {velocity:.3e} m/s")
print(f"density for Fermi energy E = {density:.3e} 1/cm^3")
print(f"optical mass, unexpanded two-band = {m_two_band:.5f} m0")
print(f"Kane form above two-band by {100 * (m_opt / m_two_band - 1):.2f} %")
print(f"splitting of largest reduction = {delta_worst:.3f} eV")
print(f"lowest alpha over all splittings = {alpha_low:.4f} 1/eV")
print(f"largest reduction of alpha = {100 * (1 - alpha_low / alpha):.1f} %")
print(f"lowest optical mass over scan = {np.min(masses):.5f} m0")
print(f"splitting at that mass = {deltas[np.argmin(masses)]:.2f} eV")
print("verified")
```

Running it gives:

```
gap Eg = 0.74 eV
band-edge mass m = 0.041 m0
energy above band edge E = 0.2 eV
(1 - m)^2 = 0.919681
coupling energy Eg(1-m)/m = 17.31 eV
alpha, formula = 1.2428 1/eV
alpha, two-band diagonalization = 1.2428 1/eV
shortcut alpha = 1/Eg = 1.3514 1/eV
factor 1 + 2 alpha E = 1.4971
optical mass, Kane form = 0.06138 m0
optical mass, Kane form = 5.592e-32 kg
optical mass with alpha = 1/Eg: 0.06316 m0
Fermi-sphere average mass = 0.06138 m0
curvature mass along k = 0.13758 m0
parabolic energy gamma = 0.2497 eV
hbar^2/(2 m0) = 0.038100 eV nm^2
wave number k = 0.5184 1/nm
velocity = 9.777e+05 m/s
density for Fermi energy E = 4.705e+18 1/cm^3
optical mass, unexpanded two-band = 0.06075 m0
Kane form above two-band by 1.03 %
splitting of largest reduction = 0.906 eV
lowest alpha over all splittings = 1.1173 1/eV
largest reduction of alpha = 10.1 %
lowest optical mass over scan = 0.05852 m0
splitting at that mass = 1.05 eV
verified
```
